**Standard states and the bimolecular rate constant**

The program tests the relation ΔG(1 mol/L) = ΔG(1 bar) − RT ln(c₀RT/p₀) for A + B → activated complex in ideal gases, and the equality of the rate constants k obtained from the two values. Here ΔG is the molar activation free energy, p₀ = 1 bar, c₀ = 1 mol/L, T = 298 K and R is the gas constant. The model has two structureless particles that react on crossing a 10 kcal/mol barrier at a separation of 0.3 nm. The program asserts that the shift of each species equals a numerical integral of V dp, and that the activation free energy shifts by the same amount with the opposite sign. It also asserts that the partition functions agree with explicit sums over quantum levels, and that both forms of k match a collision average that uses no standard state. A further assertion compares k with the rate in one mixture, found by balancing chemical potentials. The output shows ΔG falling from 14.221 to 12.320 kcal/mol, a change of −1.901 kcal/mol, while k stays at 5.73 × 10³ L/(mol s). Forgetting the shift makes k too small by a factor of 24.8, and shifting with the wrong sign by a factor of 614.

## Verification by program

```python
"""
Result under test: for A + B -> activated complex -> products (ideal gases),
    dG(1 mol/L) = dG(1 bar) - R T ln(c0 R T / p0),
and the rate constant k is the same from both activation free energies:
    k = (kB T/h) (R T/p0) exp(-dG(1 bar)/(R T))
      = (kB T/h) (1/c0)   exp(-dG(1 mol/L)/(R T)).
Symbols: p0 = 1 bar, c0 = 1 mol/L, T temperature, R gas constant,
kB Boltzmann constant, h Planck constant, dG molar activation free energy.
Model: structureless particles A and B react on reaching separation d,
where the potential energy is E0. The complex is a classical rigid rotor of
length d; its radial motion is the reaction coordinate and is left out.
All internal quantities are in SI units.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

R, kB, h, hbar, NA = const.R, const.k, const.h, const.hbar, const.N_A
kcal = 1000.0 * const.calorie
litre = const.liter
T = 298.0
p0 = const.bar
c0 = 1.0 / litre
RT = R * T

# Round model parameters
mass_A = 20.0 * const.atomic_mass
mass_B = 30.0 * const.atomic_mass
d = 0.3e-9
E0 = 10.0 * kcal
reduced_mass = mass_A * mass_B / (mass_A + mass_B)
inertia = reduced_mass * d**2


def thermal_wavelength(mass):
    return h / np.sqrt(2.0 * np.pi * mass * kB * T)


q_rot = 2.0 * inertia * kB * T / hbar**2
masses = {"A": mass_A, "B": mass_B, "complex": mass_A + mass_B}
q_per_volume = {s: thermal_wavelength(m)**-3 for s, m in masses.items()}
q_per_volume["complex"] *= q_rot
energy = {"A": 0.0, "B": 0.0, "complex": E0}


def molar_gibbs(species, concentration):
    """Molar Gibbs energy of an ideal gas at a concentration in mol/m^3."""
    return energy[species] - RT * np.log(
        q_per_volume[species] / (NA * concentration))


# Partition functions against explicit sums over quantum levels.
# The sum over box levels differs from L/wavelength by about 1/2.
box = 1.0e-6
n = np.arange(1, 600001, dtype=float)
for m in masses.values():
    levels = h**2 * n**2 / (8.0 * m * box**2)
    level_sum = np.exp(-levels / (kB * T)).sum()
    assert abs(level_sum * thermal_wavelength(m) / box - 1.0) < 5e-5
# The quantum rotor sum exceeds the classical value by about 1/3.
J = np.arange(0, 1000, dtype=float)
q_rot_sum = np.sum((2 * J + 1) * np.exp(
    -J * (J + 1) * hbar**2 / (2 * inertia * kB * T)))
assert abs(q_rot_sum / q_rot - 1.0) < 1e-3

# Free energies in the two standard states, each from partition functions
G_bar = {s: molar_gibbs(s, p0 / RT) for s in masses}
G_mol = {s: molar_gibbs(s, c0) for s in masses}
dG_bar = G_bar["complex"] - G_bar["A"] - G_bar["B"]
dG_mol = G_mol["complex"] - G_mol["A"] - G_mol["B"]

# Shift of one species: integral of V dp against the logarithm
ratio = c0 * RT / p0
shift = RT * np.log(ratio)
work, _ = quad(lambda p: RT / p, p0, c0 * RT, epsabs=0.0, epsrel=1e-10)
assert abs(work / shift - 1.0) < 1e-8
for s in masses:
    assert abs(G_mol[s] - G_bar[s] - work) < 1e-5 * kcal
# Shift of the activation free energy: opposite sign, size 1.9 kcal/mol
assert abs(dG_mol - dG_bar + work) < 1e-5 * kcal
assert round((dG_mol - dG_bar) / kcal, 1) == -1.9

# Rate constant from each activation free energy, in m^3/(mol s)
frequency = kB * T / h
K_bar = np.exp(-dG_bar / RT)
K_mol = np.exp(-dG_mol / RT)
k_bar = frequency * RT / p0 * K_bar
k_mol = frequency / c0 * K_mol


# Rate constant without any standard state: thermal average of
# speed times cross section for collisions that cross the barrier
def collision_integrand(x):
    E = x * kB * T
    speed = np.sqrt(2.0 * E / reduced_mass)
    cross_section = np.pi * d**2 * (1.0 - (E0 / NA) / E)
    maxwell = 2.0 * np.sqrt(x / np.pi) * np.exp(-x)
    return speed * cross_section * maxwell


x0 = E0 / RT
k_collision = NA * quad(collision_integrand, x0, x0 + 60.0,
                        epsabs=0.0, epsrel=1e-10, limit=200)[0]
assert abs(k_bar / k_collision - 1.0) < 1e-7
assert abs(k_mol / k_collision - 1.0) < 1e-7

# Rate in one definite mixture from the balance of chemical potentials
c_A, c_B = 0.02 / litre, 0.05 / litre
mu_reactants = molar_gibbs("A", c_A) + molar_gibbs("B", c_B)
log_c = brentq(lambda y: (molar_gibbs("complex", np.exp(y))
                          - mu_reactants) / RT, -80.0, 20.0)
c_complex = np.exp(log_c)
rate = frequency * c_complex
assert abs(rate / (k_bar * c_A * c_B) - 1.0) < 1e-7
assert abs(rate / (k_mol * c_A * c_B) - 1.0) < 1e-7

# Two typical errors, both using the prefactor of the 1 mol/L form
k_unshifted = frequency / c0 * np.exp(-dG_bar / RT)
k_wrong_sign = frequency / c0 * np.exp(-(dG_bar + shift) / RT)
assert abs(k_collision / k_unshifted / ratio - 1.0) < 1e-7
assert abs(k_collision / k_wrong_sign / ratio**2 - 1.0) < 1e-7

print(f"temperature: {T:.0f} K")
print(f"mass of A: {mass_A / const.atomic_mass:.0f} u")
print(f"mass of B: {mass_B / const.atomic_mass:.0f} u")
print(f"reduced mass: {reduced_mass / const.atomic_mass:.0f} u")
print(f"separation d at the barrier: {d * 1e9:.1f} nm")
print(f"barrier energy E0: {E0 / kcal:.1f} kcal/mol")
print(f"RT: {RT / kcal:.5f} kcal/mol")
print(f"molar volume RT/p0 at 1 bar: {RT / p0 / litre:.3f} L/mol")
print(f"pressure of a 1 mol/L ideal gas: {c0 * RT / p0:.3f} bar")
print(f"ratio c0 RT/p0: {ratio:.3f} (no unit)")
print(f"ln(c0 RT/p0): {np.log(ratio):.4f} (no unit)")
print(f"RT ln(c0 RT/p0): {shift / kcal:.4f} kcal/mol")
print(f"integral of V dp, by quadrature: {work / kcal:.4f} kcal/mol")
for s, m in masses.items():
    print(f"thermal wavelength of {s}: "
          f"{thermal_wavelength(m) * 1e12:.3f} pm")
print(f"rotor partition function, classical: {q_rot:.1f} (no unit)")
print(f"rotor partition function, level sum: {q_rot_sum:.1f} (no unit)")
for s in masses:
    print(f"G of {s} at 1 bar: {G_bar[s] / kcal:.4f} kcal/mol")
    print(f"G of {s} at 1 mol/L: {G_mol[s] / kcal:.4f} kcal/mol")
print(f"activation free energy, 1 bar: {dG_bar / kcal:.4f} kcal/mol")
print(f"activation free energy, 1 mol/L: {dG_mol / kcal:.4f} kcal/mol")
print(f"change, 1 bar to 1 mol/L: {(dG_mol - dG_bar) / kcal:.4f} kcal/mol")
print(f"kB T/h: {frequency:.4e} 1/s")
print(f"exp(-dG/RT), 1 bar: {K_bar:.4e} (no unit)")
print(f"exp(-dG/RT), 1 mol/L: {K_mol:.4e} (no unit)")
print(f"prefactor, 1 bar form: {frequency * RT / p0 / litre:.4e} L/(mol s)")
print(f"prefactor, 1 mol/L form: {frequency / c0 / litre:.4e} L/(mol s)")
print(f"k from the 1 bar value: {k_bar / litre:.4e} L/(mol s)")
print(f"k from the 1 mol/L value: {k_mol / litre:.4e} L/(mol s)")
print(f"k from collision quadrature: {k_collision / litre:.4e} L/(mol s)")
print(f"mixture, concentration of A: {c_A * litre:.2f} mol/L")
print(f"mixture, concentration of B: {c_B * litre:.2f} mol/L")
print(f"mixture, concentration of complex: {c_complex * litre:.4e} mol/L")
print(f"mixture, reaction rate: {rate * litre:.4e} mol/(L s)")
print(f"k with shift forgotten: {k_unshifted / litre:.4e} L/(mol s)")
print(f"  too small by a factor {k_collision / k_unshifted:.2f}")
print(f"k with shift of wrong sign: {k_wrong_sign / litre:.4e} L/(mol s)")
print(f"  too small by a factor {k_collision / k_wrong_sign:.1f}")
print("all good")
```

Printed output:

```
temperature: 298 K
mass of A: 20 u
mass of B: 30 u
reduced mass: 12 u
separation d at the barrier: 0.3 nm
barrier energy E0: 10.0 kcal/mol
RT: 0.59219 kcal/mol
molar volume RT/p0 at 1 bar: 24.777 L/mol
pressure of a 1 mol/L ideal gas: 24.777 bar
ratio c0 RT/p0: 24.777 (no unit)
ln(c0 RT/p0): 3.2099 (no unit)
RT ln(c0 RT/p0): 1.9009 kcal/mol
integral of V dp, by quadrature: 1.9009 kcal/mol
thermal wavelength of A: 22.614 pm
thermal wavelength of B: 18.464 pm
thermal wavelength of complex: 14.302 pm
rotor partition function, classical: 1326.9 (no unit)
rotor partition function, level sum: 1327.3 (no unit)
G of A at 1 bar: -8.9329 kcal/mol
G of A at 1 mol/L: -7.0320 kcal/mol
G of B at 1 bar: -9.2931 kcal/mol
G of B at 1 mol/L: -7.3922 kcal/mol
G of complex at 1 bar: -4.0050 kcal/mol
G of complex at 1 mol/L: -2.1042 kcal/mol
activation free energy, 1 bar: 14.2210 kcal/mol
activation free energy, 1 mol/L: 12.3201 kcal/mol
change, 1 bar to 1 mol/L: -1.9009 kcal/mol
kB T/h: 6.2093e+12 1/s
exp(-dG/RT), 1 bar: 3.7215e-11 (no unit)
exp(-dG/RT), 1 mol/L: 9.2207e-10 (no unit)
prefactor, 1 bar form: 1.5385e+14 L/(mol s)
prefactor, 1 mol/L form: 6.2093e+12 L/(mol s)
k from the 1 bar value: 5.7254e+03 L/(mol s)
k from the 1 mol/L value: 5.7254e+03 L/(mol s)
k from collision quadrature: 5.7254e+03 L/(mol s)
mixture, concentration of A: 0.02 mol/L
mixture, concentration of B: 0.05 mol/L
mixture, concentration of complex: 9.2207e-13 mol/L
mixture, reaction rate: 5.7254e+00 mol/(L s)
k with shift forgotten: 2.3108e+02 L/(mol s)
  too small by a factor 24.78
k with shift of wrong sign: 9.3262e+00 L/(mol s)
  too small by a factor 613.9
all good
```
